# Surface-optical phonon frequency of a polar half-space facing vacuum

## The decision: which phonon energy to enter

A calculation of remote phonon scattering in a two-dimensional channel needs a phonon energy for each polar mode of the substrate; take first a substrate with one such mode. It sets the threshold for phonon emission, the thermal occupation and the strength of the coupling. Data for the bulk crystal offer two candidates, the transverse-optical (TO) and the longitudinal-optical (LO) energy. For a thick, isotropic substrate with one polar mode facing vacuum, and a channel whose own electrical response is weak, neither is correct. The energy to enter is that of the surface-optical (SO) mode,

\[
\omega_{SO}=\omega_{TO}\sqrt{\frac{\varepsilon_s+1}{\varepsilon_\infty+1}},
\tag{1}
\]

where \(\omega_{TO}\) is the transverse frequency, \(\varepsilon_s\) the static relative permittivity, and \(\varepsilon_\infty\) the relative permittivity well above the lattice frequencies but below the electronic ones. If the LO frequency is tabulated instead, equation (9) converts it. Equation (1) describes the bare surface. A semiconducting monolayer is often polarizable enough to shift the mode noticeably, as the last section shows.

## Model and lattice response

The crystal fills \(z<0\) and vacuum fills \(z>0\). The crystal is isotropic, its surface is sharp, and its polarization at a point depends on the field at that point alone. This local description requires in-plane wavevectors \(q\ll 1/a\), with \(a\) the lattice constant. The field is taken as electrostatic, \(\mathbf E=-\nabla\phi\), which requires \(q\gg\omega/c\); the error is worked out below. Damping is left out at first.

All fields vary as \(e^{-i\omega t}\). Let \(\mathbf P\) be the lattice polarization divided by the vacuum permittivity \(\varepsilon_{vac}\), so that it has the unit of a field. The relative displacement of the ions is a harmonic oscillator driven by the macroscopic field, and \(\mathbf P\) is proportional to that displacement. Hence

\[
\ddot{\mathbf P}=-\omega_{TO}^2\mathbf P+S\mathbf E
\quad\Longrightarrow\quad
(\omega_{TO}^2-\omega^2)\,\mathbf P=S\,\mathbf E .
\tag{2}
\]

The constant \(S>0\) contains the ionic charge, mass and density. The electrons follow the field without delay, and the displacement field is \(\mathbf D/\varepsilon_{vac}=\varepsilon_\infty\mathbf E+\mathbf P=\varepsilon(\omega)\mathbf E\). Inserting \(\mathbf P\) from (2) gives

\[
\varepsilon(\omega)=\varepsilon_\infty+\frac{S}{\omega_{TO}^2-\omega^2},
\qquad
S=\omega_{TO}^2(\varepsilon_s-\varepsilon_\infty).
\tag{3}
\]

The second relation follows from \(\varepsilon(0)=\varepsilon_s\). It shows that \(\varepsilon_s>\varepsilon_\infty\) for a polar mode.

## Bulk modes are silent outside

With no free charge, \(\nabla\cdot\mathbf D=0\). In the crystal, away from \(\omega_{TO}\), this reads \(\varepsilon(\omega)\nabla^2\phi=0\). Either the permittivity vanishes or the potential is harmonic.

The first case is the LO mode. Setting (3) to zero gives

\[
\omega_{LO}^2=\omega_{TO}^2+\frac{S}{\varepsilon_\infty}
=\omega_{TO}^2\frac{\varepsilon_s}{\varepsilon_\infty}.
\tag{4}
\]

Since \(\varepsilon=0\), the displacement vanishes throughout the crystal. Its normal component is continuous, so \(\partial_z\phi=0\) just outside. A vacuum potential that decays away from the surface is \(Be^{iqx-qz}\), with slope \(-qB\) at \(z=0\); therefore \(B=0\).

At \(\omega=\omega_{TO}\) the permittivity is infinite, and equation (2) must be used directly. Its left side is zero, so \(\mathbf E=0\) in the crystal while \(\mathbf P\) is free. For \(q\neq0\) a zero field means \(\phi=0\) in the crystal. Continuity then makes the vacuum potential zero as well.

In this model neither bulk family produces a potential at the channel. What remains is the harmonic case.

## The surface mode

For a wave \(e^{iqx}\) with \(q>0\), \(\nabla^2\phi=0\) becomes \(\partial_z^2\phi=q^2\phi\). Boundedness on both sides and continuity at \(z=0\) leave

\[
\phi=\phi_0\,e^{iqx-q|z|}.
\]

The normal displacement is \(-\partial_z\phi\) in vacuum and \(-\varepsilon\,\partial_z\phi\) in the crystal. At the surface these are \(+q\phi_0\) and \(-\varepsilon q\phi_0\), because the potential falls upward in the vacuum and rises upward in the crystal. Equating them gives

\[
\bigl[\varepsilon(\omega)+1\bigr]\,q\phi_0=0
\quad\Longrightarrow\quad
\varepsilon(\omega_{SO})=-1 .
\tag{5}
\]

The wavevector drops out because both sides decay at the same rate: a half-space has no length with which \(q\) could be compared. The result holds for \(q\neq0\) within the electrostatic, local regime.

Insert (3) into (5) and solve:

\[
\varepsilon_\infty+1=\frac{S}{\omega_{SO}^2-\omega_{TO}^2}
\quad\Longrightarrow\quad
\omega_{SO}^2=\omega_{TO}^2+\frac{S}{\varepsilon_\infty+1}.
\tag{6}
\]

With \(S\) from (3),

\[
\omega_{SO}^2=\omega_{TO}^2\,
\frac{(\varepsilon_\infty+1)+(\varepsilon_s-\varepsilon_\infty)}{\varepsilon_\infty+1}
=\omega_{TO}^2\,\frac{\varepsilon_s+1}{\varepsilon_\infty+1},
\]

which is (1). The equation is linear in \(\omega^2\), so there is one positive frequency for each \(q\).

The restoring force explains the value. The lattice part of the displacement is \(\mathbf P=(\varepsilon-\varepsilon_\infty)\mathbf E\), so at \(\varepsilon=-1\)

\[
\mathbf E=-\frac{\mathbf P}{\varepsilon_\infty+1}.
\tag{7}
\]

The field opposes the polarization and stiffens the oscillator: putting (7) into (2) returns (6). In the LO mode \(\varepsilon=0\), and the opposing field is the larger \(-\mathbf P/\varepsilon_\infty\). In the TO mode it is zero. Hence

\[
\omega_{TO}<\omega_{SO}<\omega_{LO}.
\tag{8}
\]

Dividing (1), squared, by (4) gives the conversion from a tabulated LO frequency:

\[
\frac{\omega_{SO}^2}{\omega_{LO}^2}
=\frac{\varepsilon_\infty(\varepsilon_s+1)}{\varepsilon_s(\varepsilon_\infty+1)}
=\frac{1+1/\varepsilon_s}{1+1/\varepsilon_\infty}.
\tag{9}
\]

For large \(\varepsilon_\infty\) the ratio tends to one, since the vacuum then adds little to the electronic screening. For \(\varepsilon_s\to\varepsilon_\infty\) the oscillator strength vanishes and all three frequencies merge.

## The same condition as a response pole

A scattering calculation uses the response of the substrate to a charge in the channel. Place a charge sheet \(\sigma e^{iqx}\) at height \(d\). By itself it produces the potential \(\sigma e^{iqx-q|z-d|}/(2\varepsilon_{vac}q)\): its slope jumps by \(-\sigma/\varepsilon_{vac}\) at the sheet, as Gauss's law requires. Below the sheet this potential grows upward as \(e^{qz}\). Let \(\phi_i\) be its value at the surface, and drop the factor \(e^{iqx}\). The total potential is

\[
\phi=\phi_i\left(e^{qz}-R\,e^{-qz}\right)\ (0<z<d),
\qquad
\phi=T\phi_i\,e^{qz}\ (z<0).
\]

Continuity of \(\phi\) gives \(1-R=T\). Continuity of the normal displacement gives \(1+R=\varepsilon T\). Their sum is \(2=(\varepsilon+1)T\), and therefore

\[
T=\frac{2}{\varepsilon+1},\qquad
R=1-T=\frac{\varepsilon-1}{\varepsilon+1}.
\tag{10}
\]

The response diverges where \(\varepsilon=-1\): a finite surface potential can then exist without a source, which is the free mode found above. The divergence of \(\varepsilon\) at \(\omega_{TO}\) is not a pole of \(R\). There \(T\to0\) and \(R\to1\), and the crystal screens like an ideal metal.

To obtain the strength of the pole, put \(S=(\varepsilon_\infty+1)(\omega_{SO}^2-\omega_{TO}^2)\), from (6), into (3):

\[
\varepsilon+1
=(\varepsilon_\infty+1)\left[1+\frac{\omega_{SO}^2-\omega_{TO}^2}{\omega_{TO}^2-\omega^2}\right]
=(\varepsilon_\infty+1)\,\frac{\omega_{SO}^2-\omega^2}{\omega_{TO}^2-\omega^2}.
\tag{11}
\]

Write \(\omega_{TO}^2-\omega^2=(\omega_{SO}^2-\omega^2)-(\omega_{SO}^2-\omega_{TO}^2)\) in the inverse of (11). Then \(R=1-2/(\varepsilon+1)\) becomes

\[
R=1-\frac{2}{\varepsilon_\infty+1}
+\frac{2}{\varepsilon_\infty+1}\,
\frac{\omega_{SO}^2-\omega_{TO}^2}{\omega_{SO}^2-\omega^2}.
\]

By (1), \((\omega_{SO}^2-\omega_{TO}^2)/\omega_{SO}^2=1-(\varepsilon_\infty+1)/(\varepsilon_s+1)\). The result is

\[
R(\omega)=\frac{\varepsilon_\infty-1}{\varepsilon_\infty+1}
+2C\,\frac{\omega_{SO}^2}{\omega_{SO}^2-\omega^2},
\qquad
C=\frac{1}{\varepsilon_\infty+1}-\frac{1}{\varepsilon_s+1}.
\tag{12}
\]

The first term is the instantaneous electronic image. The second belongs to the phonon.

## Coupling to an electron in the channel

The factor \(C\) fixes the matrix element. Consider two electrons at height \(d\), with normalization area \(A\), exchanging wavevector \(q\). Their bare interaction is \(v_q=e^2/(2\varepsilon_{vac}qA)\). The part reflected by the substrate carries \(e^{-qd}\) on the way down and again on the way up, so the phonon part of the interaction is

\[
W_{ph}=-2C\,v_q\,e^{-2qd}\,\frac{\omega_{SO}^2}{\omega_{SO}^2-\omega^2}.
\]

In second-order perturbation theory the same interaction comes from the exchange of one SO phonon with matrix element \(M_q\). When energy \(\hbar\omega\) is transferred, the two time orders have denominators \(\hbar\omega-\hbar\omega_{SO}\) and \(-\hbar\omega-\hbar\omega_{SO}\):

\[
W_{ph}=|M_q|^2\left[\frac{1}{\hbar\omega-\hbar\omega_{SO}}
-\frac{1}{\hbar\omega+\hbar\omega_{SO}}\right]
=-|M_q|^2\,\frac{2\omega_{SO}}{\hbar(\omega_{SO}^2-\omega^2)} .
\]

Equating the two expressions gives

\[
|M_q|^2=\frac{e^2\,\hbar\omega_{SO}}{2\varepsilon_{vac}\,qA}\;C\,e^{-2qd}.
\tag{13}
\]

This is the bare coupling for an electron in vacuum. Screening by the other carriers and the polarizability of the channel are not included. The SO energy enters (13) as a prefactor, so a wrong phonon energy changes the coupling as well as the threshold.

## Worked example

Take round model parameters, attached to no material: \(\hbar\omega_{TO}=50\) meV, \(\varepsilon_s=10\), \(\varepsilon_\infty=3\). Then

\[
\hbar^2S=50^2\times(10-3)=17500\ \text{meV}^2,
\]
\[
\hbar\omega_{SO}=\sqrt{2500+17500/4}=50\sqrt{11/4}=82.9\ \text{meV},
\]
\[
\hbar\omega_{LO}=\sqrt{2500+17500/3}=91.3\ \text{meV}.
\]

The SO energy corresponds to 669 cm\(^{-1}\). Entering the LO energy would overestimate it by 8.4 meV, or 10% of the SO value. Entering the TO energy would underestimate it by 32.9 meV, or 40%. The pole strength is \(C=1/4-1/11=0.159\).

The constant term in (12) is \(2/4=0.5\), and the reflection factor takes these values:

| \(\hbar\omega\) (meV) | \(R\) |
|---:|---:|
| 0 | 0.818 |
| 30 | 0.866 |
| 50 | 1.000 |
| 70 | 1.608 |
| 82 | 14.99 |
| 120 | 0.209 |

The static value is \(9/11\), the image factor for \(\varepsilon_s=10\). Nothing diverges at the TO energy, where \(R=1\). At 82 meV, about 0.9 meV below the pole, the surface potential is \(1-R\approx-14\) times the incident one. At 120 meV, above the pole, the lattice polarization opposes the incident field, and its negative contribution reduces \(R\) below the electronic value 0.5.

## Numerical solution without a permittivity function

For layered structures it is useful to solve the lattice and Poisson equations together on a grid. The unknowns are the nodal potentials and the two components of \(\mathbf P\) in each crystal cell. Eliminating the potential leaves a symmetric matrix for \(\mathbf P\), whose eigenvalues are the squared mode frequencies.

With the parameters above, 0.5 nm cells, 80 nm of crystal, 100 nm of vacuum and grounded outer walls, diagonalization at \(q=0.1\) nm\(^{-1}\) gives 160 modes at the TO energy, 159 at the LO energy and one at 82.9 meV. The counts and the surface energy are the same at \(q=0.3\) nm\(^{-1}\).

The counts follow from the grid. The 160 crystal cells carry 320 polarization components, and 160 free potential nodes lie in the crystal or on its surface. Zero field in the crystal imposes 160 conditions and leaves 160 TO modes. Each of the 159 nodes below the surface supplies one LO mode, and the surface node supplies the SO mode.

At 10 nm from the surface, on either side, the computed SO potential has fallen to 0.3678 of its surface value for \(q=0.1\) nm\(^{-1}\), against \(e^{-1}=0.3679\). For \(q=0.3\) nm\(^{-1}\) it is 0.0495 against \(e^{-3}=0.0498\), a deficit of 0.6% relative to the exponential.

This deficit is a grid effect. With linear potentials and fields evaluated at cell midpoints, a nodal solution \(e^{-\kappa z}\) on cells of width \(h\) obeys

\[
\frac{4}{h^2}\sinh^2\frac{\kappa h}{2}=q^2\cosh^2\frac{\kappa h}{2}
\quad\Longrightarrow\quad
\kappa\approx q\left[1+\frac{(qh)^2}{12}\right].
\]

For \(qh=0.15\) the decay rate is too large by 0.19%. Over three decay lengths this lowers the potential by 0.6%.

## Where the result fails

**Small wavevector.** For \(q\) near \(k=\omega/c\) the full Maxwell equations are needed. In a p-polarized wave the magnetic field is \(H_y=H_0e^{iqx-\kappa|z|}\), with \(\kappa_v^2=q^2-k^2\) in vacuum and \(\kappa_p^2=q^2-\varepsilon k^2\) in the crystal. The tangential electric field is proportional to \(\varepsilon^{-1}\partial_zH_y\). Its continuity requires \(-\kappa_v=\kappa_p/\varepsilon\), or \(\varepsilon\kappa_v+\kappa_p=0\), so \(\varepsilon\) is negative. Squaring gives

\[
\varepsilon^2(q^2-k^2)=q^2-\varepsilon k^2
\;\Longrightarrow\;
q^2(\varepsilon^2-1)=k^2\varepsilon(\varepsilon-1)
\;\Longrightarrow\;
\varepsilon+1=\varepsilon\frac{k^2}{q^2}.
\]

The division by \(\varepsilon-1\) is allowed because \(\varepsilon<0\). For \(q\gg k\) the right side is \(-(k/q)^2\) to leading order. Near the pole, (11) gives \(\varepsilon+1\approx2(\varepsilon_\infty+1)\omega_{SO}\,\delta\omega/(\omega_{SO}^2-\omega_{TO}^2)\), so

\[
\frac{\delta\omega}{\omega_{SO}}\approx
-\frac{k^2}{q^2}\,
\frac{\omega_{SO}^2-\omega_{TO}^2}{2\omega_{SO}^2(\varepsilon_\infty+1)} .
\tag{14}
\]

In the example \(k=4.20\times10^{-4}\) nm\(^{-1}\) at the SO energy. With \(k\) fixed at this value to label \(q\), numerical root finding on the matching condition gives a shift of \(-0.066\) meV at \(q=10k\), in agreement with (14). At \(q=2k\) the shift is \(-1.94\) meV, while (14) gives \(-1.65\) meV; the expansion parameter is then \(1/4\), and the leading term is no longer accurate. At \(q=0.1\) nm\(^{-1}\), about \(240k\), equation (14) gives a relative shift near \(10^{-6}\), which can be neglected.

**Thin layers.** For a free-standing slab of thickness \(L\), the potential inside is \(\cosh qz\) or \(\sinh qz\) about the midplane. Matching the normal displacement to a decaying vacuum potential gives

\[
\varepsilon=-\coth\frac{qL}{2}\ \text{(even)},\qquad
\varepsilon=-\tanh\frac{qL}{2}\ \text{(odd)}.
\]

Both tend to \(-1\) for \(qL\gg1\), with a deviation of about \(2e^{-qL}\). For \(qL\to0\) the even mode approaches \(\omega_{TO}\) and the odd mode \(\omega_{LO}\). A thin dielectric therefore needs a \(q\)-dependent frequency.

**Another medium above.** If a thick medium of constant permittivity \(\varepsilon_m\) replaces the vacuum, its normal displacement is \(\varepsilon_mq\phi_0\). The condition becomes \(\varepsilon=-\varepsilon_m\), and each 1 in (1) is replaced by \(\varepsilon_m\). The surface frequency moves down towards \(\omega_{TO}\) as \(\varepsilon_m\) grows.

**A channel that responds.** Equation (1) is the energy of the bare substrate surface. A real channel is polarizable. Let \(r_0\) be its screening length, defined so that the isolated sheet screens a potential of wavevector \(q\) by the factor \(1+r_0q\). If the sheet lies directly on the surface, its polarization charge changes the condition to \(\varepsilon=-(1+2r_0q)\), and each 1 in (1) is replaced by \(1+2r_0q\). In the example, \(r_0q=1\) lowers the energy from 82.9 to 73.6 meV. A gap \(d\) between sheet and surface weakens the effect: the condition becomes \(R\,e^{-2qd}=1+1/(r_0q)\), which gives 78.1 meV for \(r_0q=1\) and \(qd=0.25\). The correction is often not small. A layer of thickness \(t\) and in-plane permittivity \(\varepsilon_\parallel\) has \(r_0\approx t(\varepsilon_\parallel-1)/2\), about 4 nm for \(t=0.6\) nm and \(\varepsilon_\parallel=15\), values of the order found in semiconducting monolayers. Then \(r_0q=1\) is reached near \(q=0.25\) nm\(^{-1}\), below the thermal wavevector of about 0.6 nm\(^{-1}\) for a carrier of half the free-electron mass at room temperature. In that case the shift from (1) can be as large as the difference between the SO and LO energies. Mobile carriers add a plasmon, which mixes with the SO phonon. At high carrier density the mixed modes can lie far from (1), and the coupled response of channel and substrate must be solved.

**Several polar modes.** With \(\varepsilon=\varepsilon_\infty+\sum_jS_j/(\omega_j^2-\omega^2)\) and all \(S_j>0\), \(\varepsilon\) increases with \(\omega\) between its poles. It starts from \(-\infty\) just above each \(\omega_j\) and rises to \(+\infty\) at the next, or to \(\varepsilon_\infty\) after the last. Each interval thus contains one root of \(\varepsilon=-1\), and there is none below the lowest \(\omega_j\), where \(\varepsilon\geq\varepsilon_s>0\). Find the roots numerically; (1) with the total \(\varepsilon_s\) and a single \(\omega_j\) does not give them.

**Damping.** A friction term \(-\gamma\dot{\mathbf P}\) in (2) replaces \(\omega^2\) by \(\omega^2+i\gamma\omega\) in (3). The pole then obeys \(\omega^2+i\gamma\omega=\omega_{SO}^2\), so that \(\omega=\sqrt{\omega_{SO}^2-\gamma^2/4}-i\gamma/2\) for weak damping. The real part changes in second order in \(\gamma\), and (1) remains a good value for the phonon energy when \(\gamma\ll\omega_{SO}\).
